# Gaussian-nucleus attraction integrals from a tight s function: a numerical check

```python
"""
Gaussian-nucleus attraction integrals as repulsion integrals.

Result under test: for a nuclear density Z*(xi/pi)^(3/2)*exp(-xi*r^2),
    V_ab = -Z*(ab|ss), s = normalised s Gaussian with exponent xi/2,
and a point-nucleus integral routine becomes a Gaussian-nucleus routine by
    F_m(T) -> scale^(m+1/2) * F_m(scale*T), scale = xi/(p+xi).
Here p is the total exponent of the electron pair, P its centre, C the
nucleus, T = p*|P-C|^2, F_m the Boys function, and xi = 3/(2*r_rms^2).
Hartree atomic units are used unless a name or label says otherwise.
"""
import itertools
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, simpson
from scipy.special import erf, erfc, hyp1f1
from pyscf import gto

mp.mp.dps = 40
object_sqrt = np.frompyfunc(mp.sqrt, 1, 1)


def boys(m, t):
    return np.exp(-t) * hyp1f1(1.0, m + 1.5, t) / (2 * m + 1)


def hermite_expansion(i, j, t, separation, a, b):
    """Coefficient of a Hermite Gaussian in a one-dimensional product."""
    p = a + b
    if t < 0 or t > i + j:
        return 0.0
    if i == 0 and j == 0:
        return np.exp(-a * b / p * separation**2)
    if i > 0:
        i, shift = i - 1, -b * separation / p
    else:
        j, shift = j - 1, a * separation / p
    return (hermite_expansion(i, j, t - 1, separation, a, b) / (2 * p)
            + shift * hermite_expansion(i, j, t, separation, a, b)
            + (t + 1) * hermite_expansion(i, j, t + 1, separation, a, b))


def hermite_coulomb(orders, n, p, distance, table):
    """Point-nucleus Hermite recurrence acting on a table of Boys values."""
    if sum(orders) == 0:
        return (-2 * p)**n * table[n]
    axis = next(k for k in range(3) if orders[k] > 0)
    lower = list(orders)
    lower[axis] -= 1
    value = distance[axis] * hermite_coulomb(lower, n + 1, p, distance, table)
    if lower[axis] > 0:
        lowest = list(lower)
        lowest[axis] -= 1
        value += lower[axis] * hermite_coulomb(
            lowest, n + 1, p, distance, table)
    return value


def unit_attraction(a, powers_a, A, b, powers_b, B, C, xi):
    """Positive integral for unit nuclear charge and unnormalised functions."""
    p = a + b
    distance = (a * A + b * B) / p - C
    scale = 1.0 / (1.0 + p / xi)
    t = p * np.dot(distance, distance)
    table = [scale**(m + 0.5) * boys(m, scale * t)
             for m in range(sum(powers_a) + sum(powers_b) + 1)]
    total = 0.0
    ranges = [range(i + j + 1) for i, j in zip(powers_a, powers_b)]
    for orders in itertools.product(*ranges):
        coefficient = np.prod([
            hermite_expansion(powers_a[k], powers_b[k], orders[k],
                              A[k] - B[k], a, b) for k in range(3)])
        total += coefficient * hermite_coulomb(
            orders, 0, p, distance, table)
    return 2 * np.pi / p * total


def repulsion_with_s(l_a, a, A, l_b, b, B, C, xi):
    """Repulsion (ab|ss) from pyscf, all functions normalised."""
    mol = gto.M(atom=[("H1", tuple(A)), ("H2", tuple(B)), ("H3", tuple(C))],
                basis={"H1": [[l_a, [a, 1.0]]],
                       "H2": [[l_b, [b, 1.0]]],
                       "H3": [[0, [xi / 2, 1.0]]]},
                unit="Bohr", spin=1, verbose=0)
    eri = mol.intor("int2e")
    n_a, n_b = 2 * l_a + 1, 2 * l_b + 1
    return eri[:n_a, n_a:n_a + n_b, -1, -1]


# Density moments and electrostatic potential from their definitions.
xi_test = 3.0


def unit_density(r):
    return (xi_test / np.pi)**1.5 * np.exp(-xi_test * r * r)


charge = quad(lambda r: 4 * np.pi * r**2 * unit_density(r), 0, np.inf)[0]
mean_square = quad(lambda r: 4 * np.pi * r**4 * unit_density(r), 0, np.inf)[0]
assert abs(charge - 1) < 1e-9
assert abs(mean_square - 1.5 / xi_test) < 1e-9
for radius in (0.2, 0.7, 1.5):
    inside = quad(lambda r: 4 * np.pi * r**2 * unit_density(r), 0, radius)[0]
    outside = quad(lambda r: 4 * np.pi * r * unit_density(r), radius, np.inf)[0]
    assert abs(inside / radius + outside
               - erf(np.sqrt(xi_test) * radius) / radius) < 1e-8
centre = quad(lambda r: 4 * np.pi * r * unit_density(r), 0, np.inf)[0]
assert abs(centre - 2 * np.sqrt(xi_test / np.pi)) < 1e-8

# A d-p pair by direct three-dimensional quadrature around the nucleus.
A = np.array([0.3, -0.2, 0.1])
B = np.array([-0.4, 0.5, 0.2])
C = np.array([0.1, 0.2, -0.5])
a, b = 0.8, 1.1
x, w = np.polynomial.legendre.leggauss(80)
radii, weight_r = 4.5 * (x + 1), 4.5 * w
cosine, weight_c = np.polynomial.legendre.leggauss(40)
phi = np.arange(60) * 2 * np.pi / 60
R, U, PHI = np.meshgrid(radii, cosine, phi, indexing="ij")
sine = np.sqrt(1 - U * U)
points = np.stack([R * sine * np.cos(PHI), R * sine * np.sin(PHI), R * U],
                  axis=-1) + C
from_A, from_B = points - A, points - B
function_d = from_A[..., 0] * from_A[..., 2] * np.exp(
    -a * np.sum(from_A**2, axis=-1))
function_p = from_B[..., 1] * np.exp(-b * np.sum(from_B**2, axis=-1))
weights = (weight_r[:, None, None] * weight_c[None, :, None]
           * 2 * np.pi / 60)
direct_dp = np.sum(weights * R * function_d * function_p
                   * erf(np.sqrt(xi_test) * R))
formula_dp = unit_attraction(a, (1, 0, 1), A, b, (0, 1, 0), B, C, xi_test)
assert abs(direct_dp - formula_dp) < 1e-9

# Caesium nuclear parameters from the empirical radius relation.
Z, mass_number = 55, 133
bohr_fm = constants.physical_constants["Bohr radius"][0] * 1e15
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
c_light = 1 / constants.fine_structure
r_fm = 0.836 * mass_number**(1 / 3) + 0.570
r_bohr = r_fm / bohr_fm
xi = 1.5 / r_bohr**2

# All p-p Cartesian components against an independent repulsion code.
unit_powers = [(1, 0, 0), (0, 1, 0), (0, 0, 1)]
norm_p = ((2 * a / np.pi)**0.75 * 2 * np.sqrt(a)
          * (2 * b / np.pi)**0.75 * 2 * np.sqrt(b))
for exponent in (xi_test, xi):
    formula = norm_p * np.array([[
        unit_attraction(a, la, A, b, lb, B, C, exponent)
        for lb in unit_powers] for la in unit_powers])
    repulsion = repulsion_with_s(1, a, A, 1, b, B, C, exponent)
    assert np.max(np.abs(formula - repulsion)) < 1e-9

# Small-nucleus contact law, away from the floating-point cancellation limit.
xi_small = 1e5
zero = (0, 0, 0)
difference = (unit_attraction(a, zero, A, b, zero, B, C, np.inf)
              - unit_attraction(a, zero, A, b, zero, B, C, xi_small))
pair_at_C = np.exp(-a * np.dot(C - A, C - A) - b * np.dot(C - B, C - B))
contact = 2 * np.pi / 3 * (1.5 / xi_small) * pair_at_C
assert abs(difference / contact - 1) < 1e-3

# One tight, normalised pair used as the numerical integral example.
p_pair, displacement = 1e8, 1e-4
pair_centre = np.array([0.0, 0.0, displacement])
origin = np.zeros(3)
pair_norm = (p_pair / np.pi)**1.5
pair_point = -Z * pair_norm * unit_attraction(
    p_pair / 2, zero, pair_centre, p_pair / 2, zero, pair_centre,
    origin, np.inf)
pair_gaussian = -Z * pair_norm * unit_attraction(
    p_pair / 2, zero, pair_centre, p_pair / 2, zero, pair_centre, origin, xi)
pair_repulsion = -Z * repulsion_with_s(
    0, p_pair / 2, pair_centre, 0, p_pair / 2, pair_centre, origin, xi)[0, 0]
assert abs(pair_gaussian / pair_repulsion - 1) < 1e-9
pair_scale = xi / (p_pair + xi)
pair_t = p_pair * displacement**2
argument_only = -Z * 2 * np.sqrt(p_pair / np.pi) * boys(0, pair_scale * pair_t)
assert abs(argument_only / pair_repulsion - 1) > 0.05


def radial_moments(p, nuclear_exponent):
    """Integrals of r and r^3 times exp(-p*r^2)*erf(sqrt(xi)*r)."""
    scale = 1 / (1 + p / nuclear_exponent)
    root = object_sqrt(scale)
    return root / (2 * p), (root - scale * root / 3) * 3 / (4 * p * p)


for p_test in (0.2, 0.7, 3.0):
    moments = radial_moments(mp.mpf(p_test), mp.mpf(1))
    for power, moment in zip((1, 3), moments):
        direct = quad(lambda r: r**power * np.exp(-p_test * r * r) * erf(r),
                      0, np.inf, epsabs=1e-11)[0]
        assert abs(direct - float(moment)) < 1e-8


def solve_symmetric(matrix, rhs):
    """High-precision elimination using only the upper triangle."""
    matrix, solution = matrix.copy(), rhs.copy()
    n = len(solution)
    for k in range(n - 1):
        for i in range(k + 1, n):
            factor = matrix[k, i] / matrix[k, k]
            matrix[i, i:] -= matrix[k, i:] * factor
            solution[i] -= factor * solution[k]
    for k in range(n - 1, -1, -1):
        known = sum(matrix[k, k + 1:] * solution[k + 1:])
        solution[k] = (solution[k] - known) / matrix[k, k]
    return solution


def even_tempered(start, ratio, size):
    return np.array([mp.mpf(start) * mp.mpf(ratio)**k for k in range(size)],
                    dtype=object)


def dirac_1s(exponents, nuclear_exponent):
    """1s1/2 level with restricted kinetic balance, rest energy removed."""
    c = mp.mpf(c_light)
    p = exponents[:, None] + exponents[None, :]
    product = np.outer(exponents, exponents)
    root_p = object_sqrt(p)
    overlap = 1 / (p * root_p) * (mp.sqrt(mp.pi) / 4)
    small_overlap = product / (p * p * root_p) * (3 * mp.sqrt(mp.pi) / 2)
    moment_1, moment_3 = radial_moments(p, nuclear_exponent)
    large_potential = moment_1 * (-Z)
    small_potential = product * moment_3 * (-4 * Z)
    coupling = small_overlap * c
    hamiltonian = np.block([
        [large_potential, coupling],
        [coupling, small_potential - small_overlap * (2 * c * c)]])
    metric = np.block([[overlap, overlap * 0],
                       [overlap * 0, small_overlap]])
    large_start = np.array([mp.exp(-mp.mpf(Z)**2 / (4 * q)) / mp.sqrt(q)
                            for q in exponents], dtype=object)
    vector = np.concatenate([large_start, large_start / (2 * c)])
    energy = -mp.mpf(Z)**2 / 2 * (1 + mp.mpf(Z)**2 / (4 * c * c))
    for _ in range(3):
        previous = energy
        vector = solve_symmetric(hamiltonian - metric * energy,
                                 metric.dot(vector))
        vector = vector / mp.sqrt(vector.dot(metric.dot(vector)))
        energy = vector.dot(hamiltonian.dot(vector))
    assert abs(energy - previous) < 1e-8
    return float(energy), vector.astype(float)


gamma = np.sqrt(1 - (Z / c_light)**2)
energy_point = c_light**2 * (gamma - 1)
basis_size, basis_start, basis_ratio = 52, 50.0, 1.85
basis = even_tempered(basis_start, basis_ratio, basis_size)
energy_point_basis, _ = dirac_1s(basis, mp.inf)
basis_error = energy_point_basis - energy_point
assert abs(basis_error) < 1e-5

# A coarser basis with a wider range isolates the effect of the spacing.
coarse_size, coarse_ratio = 44, 2.1
coarse_basis = even_tempered(40.0, coarse_ratio, coarse_size)
assert coarse_basis[0] < basis[0] and coarse_basis[-1] > basis[-1]
coarse_error = dirac_1s(coarse_basis, mp.inf)[0] - energy_point
assert abs(coarse_error) > abs(basis_error)

energy_gaussian, vector_gaussian = dirac_1s(basis, mp.mpf(xi))
shift = energy_gaussian - energy_point

# Exact shift identity, with the analytic point-nucleus Dirac spinor.
log_r = np.linspace(np.log(1e-13), np.log(1.5), 4001)
r = np.exp(log_r)
basis_float = basis.astype(float)
gaussians = np.exp(-r[:, None]**2 * basis_float[None, :])
large_g = r * (gaussians @ vector_gaussian[:basis_size])
small_g = -2 * r**2 * (
    gaussians @ (basis_float * vector_gaussian[basis_size:]))
large_p = r**gamma * np.exp(-Z * r)
small_p = -np.sqrt((1 - gamma) / (1 + gamma)) * large_p
potential_change = Z * erfc(np.sqrt(xi) * r) / r


def radial_integral(values):
    return simpson(values * r, x=log_r)


mixed = large_p * large_g + small_p * small_g
identity_shift = (radial_integral(mixed * potential_change)
                  / radial_integral(mixed))
assert abs(identity_shift / shift - 1) < 1e-4
density_p = large_p**2 + small_p**2
first_order = (radial_integral(density_p * potential_change)
               / radial_integral(density_p))
nonrelativistic = radial_integral(
    4 * Z**3 * r**2 * np.exp(-2 * Z * r) * potential_change)
contact_shift = 2 / 3 * Z**4 * r_bohr**2
assert abs(nonrelativistic / contact_shift - 1) < 0.02

print(f"Cs nuclear charge Z: {Z}")
print(f"Cs mass number A: {mass_number}")
print(f"A^(1/3): {mass_number**(1 / 3):.6f}")
print(f"Bohr radius: {bohr_fm:.4f} fm")
print(f"rms radius: {r_fm:.6f} fm = {r_bohr:.8e} bohr")
print(f"nuclear exponent xi: {xi:.8e} bohr^-2")
print(f"tight s exponent xi/2: {xi / 2:.8e} bohr^-2")
print(f"central potential energy: {-2 * Z * np.sqrt(xi / np.pi):.6e} hartree")
print(f"d-p test, nuclear exponent: {xi_test:.1f} bohr^-2")
print(f"d-p test, formula: {formula_dp:.12f} (unnormalised, a.u.)")
print(f"d-p test, quadrature: {direct_dp:.12f} (unnormalised, a.u.)")
print(f"contact-law ratio at xi=1e5 bohr^-2: {difference / contact:.8f}")
print(f"pair total exponent p: {p_pair:.3e} bohr^-2")
print(f"pair displacement: {displacement:.3e} bohr")
print(f"pair scale xi/(p+xi): {pair_scale:.8f}")
print(f"point Boys argument T: {pair_t:.8f}")
print(f"rescaled Boys argument: {pair_scale * pair_t:.8f}")
print(f"F_0(T): {boys(0, pair_t):.8f}")
print(f"F_0(rescaled T): {boys(0, pair_scale * pair_t):.8f}")
print(f"pair, point nucleus: {pair_point:.6f} hartree")
print(f"pair, Gaussian nucleus: {pair_gaussian:.6f} hartree")
print(f"pair, -Z times repulsion: {pair_repulsion:.6f} hartree")
print(f"pair, argument rescaled only: {argument_only:.6f} hartree")
for p_value in (1e4, 1e6, 1e8, 1e10):
    ratio = np.sqrt(xi / (p_value + xi))
    print(f"on-centre Gaussian/point ratio, p={p_value:.0e} bohr^-2: {ratio:.9f}")
print(f"speed of light: {c_light:.9f} a.u.")
print(f"basis functions per component: {basis_size}")
print(f"basis smallest exponent: {basis_start:.1f} bohr^-2")
print(f"basis exponent ratio: {basis_ratio:.2f}")
print(f"basis largest exponent: {basis_float[-1]:.6e} bohr^-2")
print(f"point-nucleus basis error: {basis_error:.3e} hartree")
print(f"same error, {coarse_size} functions, ratio {coarse_ratio}: "
      f"{coarse_error:.3e} hartree")
print(f"Dirac gamma: {gamma:.9f}")
print(f"Cs54+ 1s, analytic point: {energy_point:.7f} hartree")
print(f"Cs54+ 1s, basis point: {energy_point_basis:.7f} hartree")
print(f"Cs54+ 1s, Gaussian nucleus: {energy_gaussian:.7f} hartree")
print(f"finite-nucleus shift: {shift:.6f} hartree = {shift * hartree_ev:.4f} eV")
print(f"shift from exact identity: {identity_shift:.6f} hartree")
print(f"first-order Dirac shift: {first_order:.6f} hartree")
print(f"first-order nonrelativistic shift: {nonrelativistic:.6f} hartree")
print(f"nonrelativistic contact shift: {contact_shift:.6f} hartree")
print(f"Dirac/nonrelativistic shift ratio: {shift / nonrelativistic:.5f}")
print("success")
```

Running it gives:

```
Cs nuclear charge Z: 55
Cs mass number A: 133
A^(1/3): 5.104469
Bohr radius: 52917.7211 fm
rms radius: 4.837336 fm = 9.14123994e-05 bohr
nuclear exponent xi: 1.79506857e+08 bohr^-2
tight s exponent xi/2: 8.97534284e+07 bohr^-2
central potential energy: -8.314924e+05 hartree
d-p test, nuclear exponent: 3.0 bohr^-2
d-p test, formula: -0.007102551518 (unnormalised, a.u.)
d-p test, quadrature: -0.007102551518 (unnormalised, a.u.)
contact-law ratio at xi=1e5 bohr^-2: 0.99999432
pair total exponent p: 1.000e+08 bohr^-2
pair displacement: 1.000e-04 bohr
pair scale xi/(p+xi): 0.64222702
point Boys argument T: 1.00000000
rescaled Boys argument: 0.64222702
F_0(T): 0.74682413
F_0(rescaled T): 0.82157473
pair, point nucleus: -463485.436122 hartree
pair, Gaussian nucleus: -408610.113890 hartree
pair, -Z times repulsion: -408610.113890 hartree
pair, argument rescaled only: -509876.298183 hartree
on-centre Gaussian/point ratio, p=1e+04 bohr^-2: 0.999972147
on-centre Gaussian/point ratio, p=1e+06 bohr^-2: 0.997226175
on-centre Gaussian/point ratio, p=1e+08 bohr^-2: 0.801390681
on-centre Gaussian/point ratio, p=1e+10 bohr^-2: 0.132793602
speed of light: 137.035999178 a.u.
basis functions per component: 52
basis smallest exponent: 50.0 bohr^-2
basis exponent ratio: 1.85
basis largest exponent: 2.112167e+15 bohr^-2
point-nucleus basis error: 1.948e-07 hartree
same error, 44 functions, ratio 2.1: 2.490e-05 hartree
Dirac gamma: 0.915922842
Cs54+ 1s, analytic point: -1578.8736025 hartree
Cs54+ 1s, basis point: -1578.8736023 hartree
Cs54+ 1s, Gaussian nucleus: -1578.7415880 hartree
finite-nucleus shift: 0.132015 hartree = 3.5923 eV
shift from exact identity: 0.132014 hartree
first-order Dirac shift: 0.144131 hartree
first-order nonrelativistic shift: 0.050663 hartree
nonrelativistic contact shift: 0.050976 hartree
Dirac/nonrelativistic shift ratio: 2.60574
success
```
